# Hashin–Shtrikman Conductivity Bounds and the Coated Spheres That Approach Them

A porous ceramic coating protects a hot metal part. The conductivities of the ceramic and of the gas in its pores are known, and so is the porosity, but not the detailed shape of the pores. The problem is to find how much this information says about the conductivity of the coating, and whether more could be extracted from it.

Phase 1 has conductivity \(k_1\) and volume fraction \(f_1\); phase 2 has \(k_2>k_1>0\) and \(f_2=1-f_1\). Fourier's law holds in each phase, and temperature and normal heat flux are continuous at interfaces. The structure repeats periodically with a cell that may be as large as desired; \(\langle\cdot\rangle\) is the average over a cell. Let \(\mathbf E=-\nabla T=\mathbf E_0+\mathbf e\), where \(\mathbf E_0\) is the mean and \(\mathbf e\) is a periodic gradient field of zero mean. The effective tensor \(\mathsf k^*\) is defined by \(\langle k\mathbf E\rangle=\mathsf k^*\mathbf E_0\) when \(\nabla\cdot(k\mathbf E)=0\).

The numerical case is a zirconia thermal barrier coating near 1300 K, with rough typical values: \(k_2=2.0\) W/(m K) for the solid, \(k_1=0.08\) W/(m K) for the gas, porosity \(f_1=0.15\), pores 1 µm wide, thickness 250 µm and heat flux 1 MW/m².

**(a) Express \(\mathbf E_0\cdot\mathsf k^*\mathbf E_0\) as a minimum. Then introduce a uniform comparison medium \(k_0\) and an arbitrary vector field \(\boldsymbol\tau\), and find a functional of \(\boldsymbol\tau\) that bounds this minimum without requiring the solution of the conduction problem.**

*Solution.* Let \(\mathbf E\) be the true field and \(\mathbf e'\) any periodic gradient field of zero mean. Integration by parts and \(\nabla\cdot(k\mathbf E)=0\) give \(\langle k\mathbf E\cdot\mathbf e'\rangle=0\), so

\[
\langle k|\mathbf E+\mathbf e'|^2\rangle=\langle k|\mathbf E|^2\rangle+\langle k|\mathbf e'|^2\rangle\ge\langle k|\mathbf E|^2\rangle .
\]

The same orthogonality, applied to \(\mathbf e\) itself, gives \(\langle k|\mathbf E|^2\rangle=\mathbf E_0\cdot\langle k\mathbf E\rangle\). Hence

\[
\mathbf E_0\cdot\mathsf k^*\mathbf E_0=\min_{\mathbf e}\langle k|\mathbf E_0+\mathbf e|^2\rangle .
\]

Now expand a square:

\[
(k-k_0)\left|\mathbf E-\frac{\boldsymbol\tau}{k-k_0}\right|^2=(k-k_0)|\mathbf E|^2-2\boldsymbol\tau\cdot\mathbf E+\frac{|\boldsymbol\tau|^2}{k-k_0}.
\]

If \(k_0<k_1\), the left side is nonnegative everywhere. Therefore, for every \(\mathbf e\),

\[
\langle k|\mathbf E|^2\rangle\ge\Big\langle k_0|\mathbf E|^2+2\boldsymbol\tau\cdot\mathbf E-\frac{|\boldsymbol\tau|^2}{k-k_0}\Big\rangle .
\]

If \(k_0>k_2\), the inequality is reversed.

The right side contains \(\mathbf e\) with a constant coefficient \(k_0\), so its minimum can be found explicitly. The Fourier component of a gradient field at wavevector \(\mathbf g\) is parallel to \(\mathbf g\). The projection \(\Gamma\) onto zero-mean gradient fields therefore acts as \((\Gamma\boldsymbol\tau)_{\mathbf g}=\hat{\mathbf g}(\hat{\mathbf g}\cdot\boldsymbol\tau_{\mathbf g})\) for \(\mathbf g\ne0\), and gives zero at \(\mathbf g=0\). Since \(\langle\boldsymbol\tau\cdot\mathbf e\rangle=\langle\Gamma\boldsymbol\tau\cdot\mathbf e\rangle\) and \(\langle|\Gamma\boldsymbol\tau|^2\rangle=\langle\boldsymbol\tau\cdot\Gamma\boldsymbol\tau\rangle\),

\[
k_0\langle|\mathbf e|^2\rangle+2\langle\boldsymbol\tau\cdot\mathbf e\rangle=k_0\Big\langle\Big|\mathbf e+\frac{\Gamma\boldsymbol\tau}{k_0}\Big|^2\Big\rangle-\frac{\langle\boldsymbol\tau\cdot\Gamma\boldsymbol\tau\rangle}{k_0}.
\]

The minimum is at \(\mathbf e=-\Gamma\boldsymbol\tau/k_0\), and the functional is

\[
H(\boldsymbol\tau)=k_0|\mathbf E_0|^2+2\langle\boldsymbol\tau\rangle\cdot\mathbf E_0-\Big\langle\frac{|\boldsymbol\tau|^2}{k-k_0}\Big\rangle-\frac{\langle\boldsymbol\tau\cdot\Gamma\boldsymbol\tau\rangle}{k_0}.
\]

For \(k_0<k_1\), \(\mathbf E_0\cdot\mathsf k^*\mathbf E_0\ge H\), because the inequality holds for the true field and \(H\) is the least value of its right side. For \(k_0>k_2\), use \(\mathbf e=-\Gamma\boldsymbol\tau/k_0\) as a trial field: \(\mathbf E_0\cdot\mathsf k^*\mathbf E_0\le\langle k|\mathbf E|^2\rangle\le H\).

Equality holds at \(\boldsymbol\tau=(k-k_0)\mathbf E\) with the true \(\mathbf E\). The square then vanishes, and \(\Gamma(k\mathbf E)=0\) gives \(\Gamma\boldsymbol\tau=-k_0\mathbf e\), which is the minimum condition. Physically, \(\boldsymbol\tau\) is the heat flux in excess of what the comparison medium would carry in the same field.

**(b) Let the comparison medium approach one phase, and take \(\boldsymbol\tau\) constant in the other phase. Find the resulting bounds when \(\mathsf k^*\) is isotropic. Which geometric information is needed?**

*Solution.* Call the reference phase \(r\) and the other phase \(o\), with indicator function \(\chi\) equal to one in phase \(o\) and zero elsewhere. Take a unit mean field \(\mathbf E_0=\mathbf n\) and \(\boldsymbol\tau=s\chi\mathbf n\), with \(s\) an adjustable number. As \(k_0\to k_r\), the term \(|\boldsymbol\tau|^2/(k-k_0)\) stays zero in phase \(r\), and

\[
H\to k_r+2f_os-\frac{f_os^2}{k_o-k_r}-\frac{s^2}{k_r}\,\mathbf n\cdot\mathsf M\mathbf n,\qquad
\mathsf M=\sum_{\mathbf g\ne0}|\chi_{\mathbf g}|^2\,\hat{\mathbf g}\hat{\mathbf g}^{\mathsf T}.
\]

The geometry enters through \(\mathsf M\). Each \(\hat{\mathbf g}\hat{\mathbf g}^{\mathsf T}\) has trace one, and \(\chi^2=\chi\), so

\[
\operatorname{tr}\mathsf M=\langle\chi^2\rangle-\langle\chi\rangle^2=f_o-f_o^2=f_1f_2
\]

for every geometry. Add the values of \(H\) for three perpendicular directions and divide by three:

\[
\bar H(s)=k_r+2f_os-f_oDs^2,\qquad D=\frac1{k_o-k_r}+\frac{f_r}{3k_r}.
\]

Setting \(\bar H'(s)=2f_o-2f_oDs=0\) gives \(s=1/D\) and \(\bar H=k_r+f_o/D\).

For \(r=1\), \(D>0\) and this is a maximum, the best lower bound of this form. For \(r=2\), \(D=-1/(k_2-k_1)+f_2/(3k_2)\). This is negative because \(1/(k_2-k_1)>1/k_2>f_2/(3k_2)\), so the stationary value is a minimum, the best upper bound of this form. Thus

\[
k_1+\frac{f_2}{\dfrac1{k_2-k_1}+\dfrac{f_1}{3k_1}}
\le\frac{\operatorname{tr}\mathsf k^*}{3}\le
k_2-\frac{f_1}{\dfrac1{k_2-k_1}-\dfrac{f_2}{3k_2}} .
\]

If \(\mathsf k^*\) is isotropic, the middle term is the conductivity \(k^*\) itself. These are the Hashin–Shtrikman bounds. Besides isotropy of \(\mathsf k^*\), they need the volume fractions alone; no form of the correlation function has been assumed.

For the coating,

\[
k_{\rm low}=0.08+\frac{0.85}{0.5208+0.6250}=0.822,\qquad
k_{\rm up}=2.0-\frac{0.15}{0.5208-0.1417}=1.604\ \mathrm{W/(m\,K)} .
\]

For small contrast \(\Delta=k_2-k_1\), expansion of either bound gives \(f_1k_1+f_2k_2-f_1f_2\Delta^2/(3k_1)+O(\Delta^3)\). The two bounds agree to second order, so to that order the details of an isotropic structure do not matter. For \(k_1\to0\) the lower bound vanishes, while the upper one tends to

\[
k_2\left(1-\frac{3f_1}{3-f_2}\right)=\frac{2f_2k_2}{2+f_1},
\]

which is 1.581 W/(m K) here. The interval is then wide because the data do not say how well the solid is connected: even a connected solid conducts poorly if its parts meet only at narrow necks.

A numerical solution for a random structure with gas fraction 0.1502, on a Fourier grid of 15 points per side, gave \(\operatorname{tr}\mathsf k^*/3=1.552\) W/(m K), between its bounds 0.821 and 1.604 W/(m K). The grid is coarse, so this is a test of the bounds rather than an accurate conductivity for the structure; finite-volume solutions on refined grids extrapolate to about 1.54 W/(m K).

**(c) Find what replaces these bounds for one direction \(z\) of an anisotropic composite. Apply the result to layers and to flat, aligned pores.**

*Solution.* Do not sum over directions. Define \(n_z=M_{zz}/(f_1f_2)\), which lies between 0 and 1. The same optimisation now has \(f_rn_z/k_r\) in place of \(f_r/(3k_r)\):

\[
k_1+\frac{f_2}{\dfrac1{k_2-k_1}+\dfrac{f_1n_z}{k_1}}\le k^*_{zz}\le
k_2-\frac{f_1}{\dfrac1{k_2-k_1}-\dfrac{f_2n_z}{k_2}} .
\]

For layers stacked along \(z\), every wavevector in \(\chi\) points along \(z\), so \(n_z=1\). The lower bound becomes

\[
k_1+\frac{f_2k_1(k_2-k_1)}{k_1+f_1(k_2-k_1)}
=\frac{k_1k_2}{f_1k_2+f_2k_1},
\]

the result for thermal resistances in series. The upper bound reduces to the same expression. Along the layers \(n=0\), and both bounds equal \(f_1k_1+f_2k_2\).

Layers show why isotropy matters. With gas fraction 0.20, the computed conductivities are 0.345 W/(m K) across and 1.616 W/(m K) along the layers. Both lie outside the isotropic interval 0.671 to 1.484 W/(m K), while one third of the trace, 1.192 W/(m K), lies inside.

For flat pores, suppose that the correlation function of \(\chi\) depends on position through \((x^2+y^2)/a^2+z^2/c^2\), with \(A=a/c>1\). Its spectrum then depends on \(a^2(g_x^2+g_y^2)+c^2g_z^2\). In a large cell the sum over \(\mathbf g\) becomes an integral. Rescaling to \(\mathbf q=(ag_x,ag_y,cg_z)\) makes the spectrum spherical, leaving an average over \(u=q_z/q\):

\[
n_z=\int_0^1\frac{A^2u^2\,du}{1-u^2+A^2u^2}
=\frac{1+\xi^2}{\xi^3}(\xi-\arctan\xi),\qquad \xi^2=A^2-1 .
\]

The last step uses \(u^2/(1+\xi^2u^2)=\xi^{-2}[1-1/(1+\xi^2u^2)]\). For \(A=5\), \(n_z=0.7505\), and the upper bound for heat flow across the flat pores is

\[
2.0-\frac{0.15}{0.5208-0.85(0.7505)/2.0}=1.257\ \mathrm{W/(m\,K)} .
\]

With this correlation function, flat pores across the heat flow thus lower the upper bound at fixed porosity; the solid path is more obstructed. The correlation function depends on the arrangement of the pores as well as on their shape, so 5:1 pores arranged differently can have a higher bound.

**(d) A sphere with core conductivity \(k_c\) and coat conductivity \(k_m\) is placed in a uniform temperature gradient. Its core occupies a fraction \(f_c\) of its volume, and \(f_m=1-f_c\). Find the conductivity \(k_h\) of the surroundings for which the outside field is undisturbed, and compare it with the bounds.**

*Solution.* Let the core radius be \(a\) and the outer radius \(b\), so \(f_c=a^3/b^3\), and let the outside field have unit magnitude. With \(T=-F(r)\cos\theta\), steady conduction requires \((r^2kF')'=2kF\). Its solutions in a uniform medium are \(r\) and \(r^{-2}\). Regularity at the centre gives

\[
F=Ar\ \text{(core)},\qquad F=Br+Ca^3/r^2\ \text{(coat)},\qquad F=r\ \text{(outside)} .
\]

At \(r=a\), continuity of temperature and flux gives

\[
A=B+C,\qquad k_cA=k_m(B-2C).
\]

Substituting \(B=A-C\) in the second equation gives \(k_cA=k_mA-3k_mC\), hence

\[
C=-\frac{k_c-k_m}{3k_m}A,\qquad B=A\left(1+\frac{k_c-k_m}{3k_m}\right).
\]

At \(r=b\), the conditions are \(B+f_cC=1\) and \(k_h=k_m(B-2f_cC)\). The first gives

\[
A=\frac1{1+f_m(k_c-k_m)/(3k_m)} .
\]

Using \(B=1-f_cC\) in the second gives \(k_h=k_m(1-3f_cC)=k_m+f_c(k_c-k_m)A\), that is,

\[
k_h=k_m+\frac{f_c}{\dfrac1{k_c-k_m}+\dfrac{f_m}{3k_m}} .
\]

A core of phase 2 in a coat of phase 1 gives the lower bound. Exchanging the phases gives the upper bound.

The agreement has a direct cause. The core field is uniform, and \((k_c-k_m)A\) equals the optimal amplitude \(s=1/D\) of part (b). With the coat as comparison medium, the true polarisation is therefore constant in the cores and zero in the coats, which is the trial form used there. For the coating's fractions, the ratio of core field to mean field is 0.4545 for solid cores and 1.3736 for gas cores. Radial integration of the temperature equation confirmed these values and both values of \(k_h\).

**(e) Show that coated spheres can fill space well enough to approach the bounds, and that isotropy, \(k_1,k_2,f_1\) and \(f_2\) therefore permit no tighter bounds.**

*Solution.* Start with a cubic cell of uniform conductivity \(k_h\) and a uniform field. Replace balls inside it by scaled copies of the coated sphere. By part (d) the field outside each ball is unchanged. On each ball's surface the temperature and normal flux are also unchanged, so the dissipation integral inside, which equals a surface integral of their product, is unchanged too. The cell still has effective conductivity \(k_h\).

To fill the cell, divide it into small cubes and put a ball inside each one. In the open region that remains, use a much finer cubic grid, keep the cubes lying wholly in the region, and repeat. A ball inscribed in a cube fills \(\pi/6>1/2\) of it. With a fine enough grid, each stage therefore covers more than half of the remaining volume, and after \(N\) stages the leftover fraction is \(\delta<2^{-N}\). Grids that share the symmetry of the cell keep the structure cubic, so \(\mathsf k^*\) is isotropic at every stage.

Now replace the leftover material \(k_h\) by coat material \(k_m\). The old field, uniform in the leftover region, is an admissible trial field for the new structure, so

\[
k^*\le k_h+\delta(k_m-k_h).
\]

A companion principle uses fluxes. Among divergence-free periodic fluxes \(\mathbf J\) with a given mean \(\mathbf J_0\), the true flux minimises \(\langle|\mathbf J|^2/k\rangle\), with minimum \(|\mathbf J_0|^2/k^*\). Indeed, a zero-mean divergence-free change \(\mathbf j\) satisfies \(\langle\mathbf j\cdot\mathbf J/k\rangle=\langle\mathbf j\cdot\mathbf E\rangle=0\), so it can only add \(\langle|\mathbf j|^2/k\rangle\). The old flux is again uniform in the leftover region, and gives

\[
\frac1{k^*}\le\frac1{k_h}+\delta\left(\frac1{k_m}-\frac1{k_h}\right).
\]

Both estimates force \(k^*\to k_h\) as \(\delta\to0\). To keep the total core fraction equal to \(f_c\) at each late stage, give each sphere the core fraction \(f_c/(1-\delta)\). This tends to \(f_c\), and \(k_h\) depends continuously on it. Isotropic composites of the prescribed composition thus come as close as desired to either bound, and neither can be tightened.

For the coating, with the core fraction inside each sphere held fixed, these estimates guarantee \(k^*\) within 1 % of \(k_h\) after 10 stages for solid cores and 5 for gas cores. The solid-core case needs more stages because leftover gas can add a large series resistance.

A coarse case tests the estimates: one ball per cube, with \(\delta=0.4764\) and a core filling about 0.30 of the ball. For a core of 10 and surroundings of 1 W/(m K), the value on a Fourier grid of 27 points per side was 1.409 W/(m K), inside the predicted interval 1.320 to 1.452. For gas cores in the solid it was 1.582 W/(m K), inside 1.531 to 1.614. Both grid values carry an error of about 0.01: Rayleigh's formula for a cubic array of spheres of the same volume fraction gives 1.398 and 1.589 W/(m K), also inside the intervals.

**(f) What do the bounds say about the coating's temperature drop, and which neglected effects matter?**

*Solution.* At fixed heat flux \(q\) and thickness \(L\), the drop is \(\Delta T=qL/k^*\). Since \(qL=250\) W/m, the bounds give

\[
\frac{250}{1.604}=156\ \mathrm K\le\Delta T\le\frac{250}{0.822}=304\ \mathrm K .
\]

The upper limit belongs to solid grains separated by gas. These could not hold together as a coating, but grains joined by narrow necks could, and their temperature drop can come close to this limit. Isolated round pores in connected solid are closer to the other limit.

Real plasma-sprayed coatings contain flat pores and cracks lying largely parallel to the surface, and their conductivity is often roughly 1 W/(m K). Such a structure is not isotropic, so the isotropic bounds need not hold across it. For the correlation function of part (c) with \(A=5\), the upper bound across the coating falls from 1.604 to 1.257 W/(m K), or by 22 %. This is the largest change in the upper bound among the effects estimated here.

The gas is also rarefied. For molecules of diameter 0.37 nm at 1 atm, the mean free path \(k_{\rm B}T/(\sqrt2\pi d^2p)\) is 291 nm. This is a rough estimate and probably low, because the effective diameter shrinks as the temperature rises. Take a temperature-jump length \(\ell\) of 1.6 mean free paths, a rough value. In a spherical pore of radius \(R\) with uniform gas field \(E_g\), the wall temperature varies as \(-E_g(R+\ell)\cos\theta\) while the flux is \(k_1E_g\cos\theta\). For \(\ell\ll R\) the gas then acts as a medium of conductivity \(k_1/(1+\ell/R)\). Here the mean free path is more than half the pore radius, so this law is outside its range, and its value of 0.041 W/(m K) is too high: even molecules crossing the pore without collisions would carry only about 0.03 W/(m K). The isotropic upper bound is insensitive to this error. It is 1.593 W/(m K) with the value 0.041 and 1.581 W/(m K) with empty pores. The lower bound would fall below 0.536 W/(m K), but this is only indicative, since its gas forms coats rather than pores.

Radiation adds heat flow of two kinds. In a black spherical pore the wall receives uniform irradiation, because a \(\cos\theta\) variation in emission averages to zero. The net exchange gives an added conductivity \(4\sigma T^3R=2.5\times10^{-4}\) W/(m K), or 0.3 % of that of the gas. This far-field estimate is uncertain, because the pore is smaller than the peak thermal wavelength, 2.2 µm. Radiation through the translucent ceramic matters more. With refractive index \(n=2.1\) and a rough extinction coefficient \(\beta=3\times10^4\) m⁻¹, the diffusion estimate \(16n^2\sigma T^3/(3\beta)\) is 0.098 W/(m K), 6 % of the upper bound. This is an upper estimate: the optical thickness \(\beta L\) is only 7.5, and for a scattering layer the resistance of the faces lowers the value to 0.083 W/(m K) if they are black and further if they are partly reflecting. The total heat flow can therefore exceed the limit set by conduction alone.

With a heat capacity \(C=3\times10^6\) J/(m³ K) and a sound speed \(v=4\times10^3\) m/s, both rough values, the kinetic estimate \(3k_2/(Cv)\) of the phonon mean free path is 0.5 nm. This is far below the pore width, which supports Fourier's law in the solid. Conductivities that vary with temperature shift the bounds unequally: a 10 % rise in the solid's value raises the upper bound by 9.9 %, while the same rise in the gas raises it by 0.14 %. The lower bound responds by 4.0 % and 5.5 %. For a structure whose conductivity is close to the upper bound, the conductivity of the solid therefore deserves more care than that of the gas.

## Computed results

```
solid, gas conductivity: 2.00, 0.08 W/(m K)
porosity: 15 %; temperature: 1300 K
thickness: 250 um; pore: 1.0 um
heat flux: 1.0 MW/m^2
random: gas fraction 0.1502, trace/3 1.5517 W/(m K)
  isotropic bounds 0.8210 to 1.6038 W/(m K)
  n_z 0.3454; k_zz 1.5429 W/(m K)
  bounds on k_zz 0.8066 to 1.5984 W/(m K)
random flat: gas fraction 0.1502, trace/3 1.5436 W/(m K)
  isotropic bounds 0.8210 to 1.6038 W/(m K)
  n_z 0.5368; k_zz 1.4137 W/(m K)
  bounds on k_zz 0.6358 to 1.4869 W/(m K)
layers, gas fraction 0.20: across 0.3448, along 1.6160 W/(m K)
  trace/3 1.1923, isotropic bounds 0.6708 to 1.4839 W/(m K)
solid core, gas coat: k_h 0.8218 W/(m K), core field/mean field 0.4545
  packing stages for 1 % closeness: 10
gas core, solid coat: k_h 1.6044 W/(m K), core field/mean field 1.3736
  packing stages for 1 % closeness: 5
cubic array, core 10.00, rest 1.00: k* 1.4094 W/(m K)
  leftover 0.4764, bracket 1.3203 to 1.4521 W/(m K)
cubic array, core 0.08, rest 2.00: k* 1.5820 W/(m K)
  leftover 0.4764, bracket 1.5313 to 1.6136 W/(m K)
layered limits: 0.4348 to 1.7120 W/(m K)
isotropic bounds: 0.8218 to 1.6044 W/(m K)
temperature drop: 156 K (upper bound), 304 K (lower bound)
flat pores 5:1: n_z 0.7505, upper bound across 1.2570 W/(m K)
gas mean free path: 291 nm; gas in pore: 0.0414 W/(m K)
  bounds with this gas: 0.5362 to 1.5934 W/(m K)
  upper bound, empty pores: 1.5814 W/(m K)
radiation in pore: 2.49e-04 W/(m K), 0.31 % of gas
peak thermal wavelength: 2.23 um
extinction 3e+04 1/m, index 2.1, optical thickness 7.5
radiation through coating: 0.098 W/(m K), 6.1 % of upper bound
phonon mean free path: 0.50 nm, 5.0e-04 of pore width
solid +10 %: lower bound +4.04 %, upper bound +9.86 %
gas +10 %: lower bound +5.49 %, upper bound +0.14 %
```
